# Exchange energy of 14, 38 and 54 electrons in a cubic cell: verification in Python

```python
"""Exchange energy of N unpolarized electrons in a cubic periodic cell.

Result under test, per electron, in units of e^2/(4 pi eps0 L):
    without Madelung term: -S/(pi N)
    with Madelung term:    -S/(pi N) + xi/2
S  = sum of 1/|n-m|^2 over ordered pairs of different occupied vectors
n  = integer vector of the plane wave exp(2 pi i n.r/L)
L  = cell side, L^3 = N (4 pi/3) (rs a0)^3
xi = dimensionless Madelung constant of the simple cubic lattice
The large-N limit is -(3/(4 pi)) (9 pi/4)^(1/3)/rs Hartree, and the
corrected energy approaches it from below as N^(-2/3).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import erfc, spherical_jn

pi = np.pi


def integer_vectors(m):
    axis = np.arange(-m, m + 1)
    return np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T


def closed_shell(max_square):
    v = integer_vectors(int(np.sqrt(max_square)) + 1)
    return v[(v**2).sum(axis=1) <= max_square]


def pair_sum(occupied):
    d2 = ((occupied[:, None, :] - occupied[None, :, :])**2).sum(axis=2)
    return (1.0 / d2[d2 > 0]).sum()


# Ewald summation for L = 1 with splitting parameter kappa
lattice = integer_vectors(3)
nonzero = lattice[(lattice**2).sum(axis=1) > 0]
nonzero_sq = (nonzero**2).sum(axis=1)


def madelung(kappa):
    dist = np.sqrt(nonzero_sq)
    real = (erfc(kappa * dist) / dist).sum()
    recip = (np.exp(-pi**2 * nonzero_sq / kappa**2) / (pi * nonzero_sq)).sum()
    return real + recip - pi / kappa**2 - 2 * kappa / np.sqrt(pi)


def periodic_potential(points):
    """Zero-average potential of a unit charge lattice with background."""
    kappa = np.sqrt(pi)
    total = np.full(len(points), -pi / kappa**2)
    for site in lattice:
        dist = np.sqrt(((points - site)**2).sum(axis=1))
        total += erfc(kappa * dist) / dist
    for g, g2 in zip(nonzero, nonzero_sq):
        total += np.exp(-pi * g2) / (pi * g2) * np.cos(2 * pi * points @ g)
    return total


xi = madelung(np.sqrt(pi))
assert abs(xi - madelung(2.1)) < 1e-9

# Direct sum over neutral cubes; their mean potential is pi/6
face_integral = dblquad(lambda u, v: 1 / np.sqrt(1 + u*u + v*v), -1, 1, -1, 1)[0]
cube_integral = 0.75 * face_integral
half_width = 30
sites = integer_vectors(half_width)
site_sq = (sites**2).sum(axis=1)
direct = (1 / np.sqrt(site_sq[site_sq > 0])).sum()
direct -= cube_integral * (2 * half_width + 1)**2
xi_direct = direct - pi / 6
assert abs(xi_direct - xi) < 5e-5  # remaining tail falls as 1/half_width^2

# Infinite gas: integrate the exchange hole numerically
hole_integral = quad(lambda x: spherical_jn(1, x)**2 / x if x > 0 else 0.0,
                     0, 200, limit=1000)[0]
kf_rs = (9 * pi / 4)**(1 / 3)
density_rs3 = 3 / (4 * pi)
limit_from_hole = -9 * pi * density_rs3 / kf_rs**2 * hole_integral
limit_coeff = -3 / (4 * pi) * kf_rs
assert abs(limit_from_hole - limit_coeff) < 3e-5  # cut tail of the integral

# Quadrature on one pyramid of the cube; its Jacobian cancels the 1/r pole
x, w = np.polynomial.legendre.leggauss(18)
x, w = (x + 1) / 2, w / 2
s, u, v = [a.ravel() for a in np.meshgrid(x, x, x, indexing="ij")]
ws, wu, wv = [a.ravel() for a in np.meshgrid(w, w, w, indexing="ij")]
points = 0.5 * np.column_stack((s * u, s * v, s))
weights = 3 * s**2 * ws * wu * wv  # 6 pyramids, 4 quadrants in each
potential = periodic_potential(points)
assert abs(weights @ potential) < 1e-6

rs = 2.0
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
coulomb = const.e**2 / (4 * pi * const.epsilon_0)
hartree_ev = hartree / const.e
remainder_coeff = 3 * xi / (4 * kf_rs * (4 * pi / 3)**(2 / 3))

results = []
for max_square, n_el in ((1, 14), (2, 38), (3, 54)):
    occ = closed_shell(max_square)
    assert 2 * len(occ) == n_el
    S = pair_sum(occ)
    raw = -S / (pi * n_el)
    corrected = raw + xi / 2
    amplitude = np.exp(2j * pi * points @ occ.T).sum(axis=1)
    hole = -np.abs(amplitude)**2 / len(occ)
    hole_charge = weights @ hole
    assert abs(hole_charge + 1) < 1e-6
    assert abs(0.5 * weights @ (hole * potential) - raw) < 1e-5
    assert abs(0.5 * weights @ (hole * (potential - xi)) - corrected) < 1e-5
    side = (4 * pi * n_el / 3)**(1 / 3) * rs * a0
    e_raw = coulomb / side * raw / hartree
    e_cor = coulomb / side * corrected / hartree
    assert abs(e_cor * rs - limit_coeff) < abs(e_raw * rs - limit_coeff)
    results.append((n_el, side, S, hole_charge, e_raw, e_cor))


def large_shell(max_square):
    """Pair counts by autocorrelation of the occupied set."""
    occ = closed_shell(max_square)
    size = 4 * int(np.sqrt(max_square)) + 4
    grid = np.zeros((size, size, size))
    grid[tuple((occ % size).T)] = 1
    counts = np.fft.irfftn(np.abs(np.fft.rfftn(grid))**2, s=grid.shape,
                           axes=(0, 1, 2))
    f = np.fft.fftfreq(size, 1 / size)
    q2 = f[:, None, None]**2 + f[None, :, None]**2 + f[None, None, :]**2
    q2[0, 0, 0] = np.inf
    return len(occ), (counts / q2).sum(), counts[1, 0, 0]


assert abs(large_shell(3)[1] - results[2][2]) < 1e-8
scaled, sizes = [], []
for max_square in range(150, 201):
    n_orb, S, neighbours = large_shell(max_square)
    n_el = 2 * n_orb
    if n_el in sizes:
        continue
    side_rs = (4 * pi * n_el / 3)**(1 / 3)
    coeff_raw = -S / (pi * n_el) / side_rs
    coeff_cor = coeff_raw + xi / 2 / side_rs
    scaled.append((coeff_cor - limit_coeff) * n_el**(2 / 3))
    sizes.append(n_el)
mean_scaled = np.mean(scaled)
# Finite N leaves shell scatter and higher orders of a few per cent
assert abs(mean_scaled / remainder_coeff - 1) < 0.05
fermi_radius = (3 * n_orb / (4 * pi))**(1 / 3)
structure = 1 - neighbours / n_orb
structure_linear = 3 / (4 * fermi_radius)
assert abs(structure / structure_linear - 1) < 0.03

print(f"Madelung constant xi, Ewald (no unit): {xi:.6f}")
print(f"Madelung constant xi, direct sum (no unit): {xi_direct:.5f}")
print(f"Infinite limit of rs*energy: {limit_coeff:.6f} Hartree/electron")
print(f"Chosen rs (no unit): {rs:.1f}")
limit = limit_coeff / rs
print(f"Infinite limit at this rs: {limit:.5f} Hartree/electron"
      f" = {limit * hartree_ev:.3f} eV/electron")
for n_el, side, S, charge, e_raw, e_cor in results:
    print(f"N = {n_el} electrons")
    print(f"  cell side L: {side * 1e9:.5f} nm")
    print(f"  pair sum S (no unit): {S:.5f}")
    print(f"  hole integral: {charge:.6f} electrons")
    print(f"  rs*energy without, with Madelung: {e_raw * rs:.5f},"
          f" {e_cor * rs:.5f} Hartree/electron")
    print(f"  energy without Madelung: {e_raw:.5f} Hartree/electron")
    print(f"  Madelung term: {e_cor - e_raw:.5f} Hartree/electron")
    print(f"  energy with Madelung: {e_cor:.5f} Hartree/electron"
          f" = {e_cor * hartree_ev:.3f} eV/electron")
    print(f"  total without, with Madelung: {n_el * e_raw:.4f},"
          f" {n_el * e_cor:.4f} Hartree")
    print(f"  strength relative to limit, without, with:"
          f" {100 * (e_raw / limit - 1):+.2f}, {100 * (e_cor / limit - 1):+.2f} %")
    rest = (e_cor * rs - limit_coeff) * n_el**(2 / 3)
    print(f"  N^(2/3)*rs*(energy with Madelung - limit): {rest:.4f} Hartree")
print(f"Predicted large-N value of that remainder: {remainder_coeff:.4f} Hartree")
print(f"Mean over {len(sizes)} large closed shells: {mean_scaled:.4f} Hartree")
print(f"Range over these shells: {min(scaled):.4f} to {max(scaled):.4f} Hartree")
print(f"Their electron numbers: {min(sizes)} to {max(sizes)}")
print(f"Largest cell, rs*energy without, with Madelung: {coeff_raw:.5f},"
      f" {coeff_cor:.5f} Hartree/electron")
print(f"Structure factor at q = 2 pi/L, counted, linear law (no unit):"
      f" {structure:.5f}, {structure_linear:.5f}")
print("tests ok")
```

Running it gives:

```
Madelung constant xi, Ewald (no unit): -2.837297
Madelung constant xi, direct sum (no unit): -2.83730
Infinite limit of rs*energy: -0.458165 Hartree/electron
Chosen rs (no unit): 2.0
Infinite limit at this rs: -0.22908 Hartree/electron = -6.234 eV/electron
N = 14 electrons
  cell side L: 0.41118 nm
  pair sum S (no unit): 25.50000
  hole integral: -1.000000 electrons
  rs*energy without, with Madelung: -0.14923, -0.51438 Hartree/electron
  energy without Madelung: -0.07462 Hartree/electron
  Madelung term: -0.18257 Hartree/electron
  energy with Madelung: -0.25719 Hartree/electron = -6.998 eV/electron
  total without, with Madelung: -1.0446, -3.6006 Hartree
  strength relative to limit, without, with: -67.43, +12.27 %
  N^(2/3)*rs*(energy with Madelung - limit): -0.3265 Hartree
N = 38 electrons
  cell side L: 0.57357 nm
  pair sum S (no unit): 150.60000
  hole integral: -1.000000 electrons
  rs*energy without, with Madelung: -0.23277, -0.49454 Hartree/electron
  energy without Madelung: -0.11639 Hartree/electron
  Madelung term: -0.13088 Hartree/electron
  energy with Madelung: -0.24727 Hartree/electron = -6.729 eV/electron
  total without, with Madelung: -4.4227, -9.3963 Hartree
  strength relative to limit, without, with: -49.19, +7.94 %
  N^(2/3)*rs*(energy with Madelung - limit): -0.4112 Hartree
N = 54 electrons
  cell side L: 0.64485 nm
  pair sum S (no unit): 270.13333
  hole integral: -1.000000 electrons
  rs*energy without, with Madelung: -0.26134, -0.49418 Hartree/electron
  energy without Madelung: -0.13067 Hartree/electron
  Madelung term: -0.11642 Hartree/electron
  energy with Madelung: -0.24709 Hartree/electron = -6.724 eV/electron
  total without, with Madelung: -7.0562, -13.3427 Hartree
  strength relative to limit, without, with: -42.96, +7.86 %
  N^(2/3)*rs*(energy with Madelung - limit): -0.5145 Hartree
Predicted large-N value of that remainder: -0.4267 Hartree
Mean over 42 large closed shells: -0.4303 Hartree
Range over these shells: -0.5014 to -0.3781 Hartree
Their electron numbers: 15618 to 23674
Largest cell, rs*energy without, with Madelung: -0.42801, -0.45866 Hartree/electron
Structure factor at q = 2 pi/L, counted, linear law (no unit): 0.05348, 0.05305
tests ok
```
